# Breit-Wigner Transmission of a Double Barrier with Unequal Escape Widths, part 2

An electron of effective mass $m$ and longitudinal energy $E$ crosses a left barrier, a well and a right barrier, of thicknesses $b_L$, $w$, $b_R$. Transport is elastic and coherent, with one channel per lead. The leads are at zero potential, as is the flat well; rectangular barriers have height $V_0>E$. Here $k=\sqrt{2mE}/\hbar$, $\kappa=\sqrt{2m(V_0-E)}/\hbar$ and $v=\hbar k/m$. Energies are in eV or meV, lengths in nm.

Barrier $j=L,R$ alone transmits $T_j$ and reflects $R_j=1-T_j$, with reflection phase $\phi_j$. Let $\rho=\sqrt{R_LR_R}$ and $\theta(E)=2kw+\phi_L+\phi_R$, with $\theta(E_r)=2\pi n$ at the level $E_r$ ($n$ an integer). Summing reflections gave the total transmission $T$:

$$T=\frac{T_LT_R}{|1-\rho e^{i\theta}|^2}=\frac{T_LT_R}{(1-\rho)^2+4\rho\sin^2(\theta/2)}. \tag{5}$$

$$1-T=\frac{|\sqrt{R_L}-\sqrt{R_R}\,e^{i\theta}|^2}{|1-\rho e^{i\theta}|^2}. \tag{6}$$

For an isolated level and weakly transmitting barriers,

$$T(E)\simeq\frac{\Gamma_L\Gamma_R}{(E-E_r)^2+(\Gamma/2)^2},\qquad \Gamma=\Gamma_L+\Gamma_R. \tag{1}$$

$$\theta\simeq2\pi n+\frac{\tau}{\hbar}(E-E_r),\qquad \tau=\hbar\left.\frac{d\theta}{dE}\right|_{E_r}. \tag{7}$$

$$\Gamma_j=\frac{\hbar T_j}{\tau}. \tag{9}$$

$$T_{\max}\simeq\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}=1-\left(\frac{\Gamma_L-\Gamma_R}{\Gamma_L+\Gamma_R}\right)^2. \tag{10}$$

For thick barriers,

$$\tau=\frac{2}{v}\left(w+\frac{2}{\kappa}\right). \tag{11}$$

The second derivation allows any real potential $V(x)$ in $0<x<\ell$, between the outer faces. The state $u(x)$ has only outgoing waves, at complex energy $E_c=E_r-i\Gamma/2$, with $k_c=\sqrt{2mE_c}/\hbar$, $v_c=\hbar\,\mathrm{Re}(k_c)/m$ and $N=\int_0^\ell|u|^2dx$. Its widths are

$$\Gamma=\Gamma_L+\Gamma_R,\qquad \Gamma_L=\frac{\hbar v_c|u(0)|^2}{N},\qquad \Gamma_R=\frac{\hbar v_c|u(\ell)|^2}{N}. \tag{13}$$

The scattering solution $\psi$ at real $E$ has a unit wave incident from the left, with $\psi(0)=1+r$, $\psi(\ell)=t$ and $T=|t|^2$. Exactly,

$$(E-E_c)\left[\int_0^\ell u\psi\,dx+i\,\frac{u(0)\psi(0)+u(\ell)\psi(\ell)}{k+k_c}\right]=i\hbar v\,u(0). \tag{14}$$

The example has $m=0.067\,m_e$, $V_0=0.30$ eV, $w=5$ nm, $b_L=4$ nm, $b_R=5$ nm, $E_r=89.43$ meV, $T_L=0.0255$, $T_R=0.0076$, $\hbar/\tau=27.21$ meV, $\Gamma_L=0.693$ meV, $\Gamma_R=0.207$ meV and $\Gamma=0.900$ meV. "Direct" values come from solving the Schrödinger equation through the layers.

### The narrow-level approximation

Near the level, $\psi$ and $u$ obey almost the same equation and the same kind of outgoing condition at the right face. Follow both from there through the right barrier and across the well. They remain nearly proportional,

$$\psi(x)\simeq a\,u(x),\qquad a=\frac{t}{u(\ell)},$$

as long as $|E-E_c|\ll\hbar/\tau$ and the growth factor $e^{\kappa b_R}$ hardly changes over $E-E_c$. That change makes $\psi/(au)$ in the well differ from one by a fraction of order $(1+b_R/w)|E-E_c|\tau/\hbar$. The proportionality fails in the outer part of the left barrier, where the incident wave is present.

To size that failure, scale $u$ to be of order one in the well. Then $|u(0)|$ is of order $\sqrt{T_L}$. The extra part of $\psi$ is of order one at the left face and decays inward, while $u$ grows inward. Their product stays of order $\sqrt{T_L}$, and its integral is of order $\sqrt{T_L}\,b_L$. The main integral is of order $|a|w$, and (14) makes $|a|$ of order $\sqrt{T_L}\,\hbar/(\tau|E-E_c|)$. The relative error is therefore of order $(b_L/w)|E-E_c|\tau/\hbar$. Together with the drift through the right barrier, the error of the amplitude at the peak is of order $[1+(b_L+b_R)/w](T_L+T_R)$, which still vanishes as both barriers are made thicker. The face terms in (14) are small by the same reasoning, with $b_L$ replaced by a length of order $1/k$.

What remains of (14) is $(E-E_c)\,a\int u^2dx\simeq i\hbar v\,u(0)$, so

$$t\simeq\frac{i\hbar v\,u(0)u(\ell)}{(E-E_c)\int_0^\ell u^2dx}. \tag{15}$$

The integral contains $u^2$, whereas $N$ contains $|u|^2$. If both leaks are closed, the equation and its boundary conditions are real, and $u$ can be chosen real. With weak leaks, the two opposite waves in a flat well differ in amplitude by a fraction of order $T_j$, so the imaginary part of $u$ there is of that order. Near the outer faces the phase can turn, but $|u|^2$ is itself of order $T_j$. Thus $|\int u^2dx|=N$ up to small relative corrections.

Also set $v\simeq v_c$, which needs $|E-E_c|\ll E$. The squared modulus of (15) is then

$$T\simeq\frac{(\hbar v_c)^2|u(0)|^2|u(\ell)|^2}{N^2|E-E_c|^2}=\frac{\Gamma_L\Gamma_R}{(E-E_r)^2+(\Gamma/2)^2},$$

which is (1) again. The numerator contains one width for entering and one for leaving. The denominator contains their sum, because the state empties through both sides. Opening one barrier therefore helps up to a point. At fixed $\Gamma_R$ and $E=E_r$, the derivative of $4\Gamma_L\Gamma_R/\Gamma^2$ with respect to $\Gamma_L$ is $4\Gamma_R(\Gamma_R-\Gamma_L)/\Gamma^3$. It changes from positive to negative at equality.

### The two definitions of the widths agree

For thick barriers of equal height, the lowest state is nearly $u=2\alpha\cos kx'$, with $x'$ measured from the centre of the well and $\alpha$ taken real. It consists of two opposite waves of amplitude $\alpha$. The current striking the right barrier is $v\alpha^2$, and a fraction $T_R$ passes, so $v|u(\ell)|^2=vT_R\alpha^2$.

In the barriers $u$ decays as $e^{-\kappa d}$, where $d$ is the distance from the well. The matching condition is $\tan(kw/2)=\kappa/k$, so

$$\cos^2\frac{kw}{2}=\frac{k^2}{k^2+\kappa^2},\qquad \sin kw=\frac{2k\kappa}{k^2+\kappa^2}.$$

The well and the two tails contribute

$$N=4\alpha^2\left[\frac{w}{2}+\frac{\sin kw}{2k}+\frac{\cos^2(kw/2)}{\kappa}\right].$$

The last two terms add to $(\kappa^2+k^2)/[\kappa(k^2+\kappa^2)]=1/\kappa$, and hence $N=2\alpha^2(w+2/\kappa)$. Equation (13) becomes

$$\Gamma_R=\frac{\hbar vT_R}{2(w+2/\kappa)}=\frac{\hbar T_R}{\tau}.$$

The left side follows in the same way.

Numerically, the outgoing solution of the example has $\Gamma=0.910$ meV, against 0.900 meV from $\hbar(T_L+T_R)/\tau$. The first derivation explains the difference. An outgoing state requires $1-\rho e^{i\theta}=0$, or $\theta=2\pi n+i\ln\rho$. With (7), this gives $\Gamma=-2(\hbar/\tau)\ln\rho$. Here $\rho=0.98342$ and $-2\ln\rho=0.03343$, so $\Gamma=27.21\times0.03343=0.910$ meV. The direct transmission curve has the same full width at half maximum to three digits.

If one barrier is made 15 nm thick, it is almost closed, and the remaining width belongs to the other. This gives 0.703 meV for the left barrier and 0.208 meV for the right, within 1.5 % of the values from (9).

### What each derivation assumes

Both derivations assume a real potential, elastic motion, one channel on each side, and leads at the same level. Both reach the Lorentzian by requiring an isolated narrow level. They differ in what they need before that point.

The reflection argument needs a flat region in which right-moving and left-moving waves can be separated. In return, (5) and (6) hold for broad levels too. They show that unequal barrier transmissions exclude $T=1$, even where the Lorentzian is poor.

The outgoing-state argument needs no flat well and no division into two barriers. Its widths are currents at the outer faces, so it also covers rounded or graded profiles. It does not by itself give the transmission far from the level.

The Lorentzian fails when the barriers transmit strongly, when neighbouring levels overlap, or when $E_r$ is so close to the bottom of the lead band that $k$ changes appreciably within $\Gamma$.

### Changing one barrier

In the following table the left barrier, the well and the barrier height are fixed, and the level is found afresh for each right barrier.

| $b_R$ (nm) | $\Gamma_R/\Gamma_L$ | Peak, (10) | Peak, direct |
|---|---|---|---|
| 4.0 | 1.000 | 1.000 | 1.000 |
| 4.5 | 0.547 | 0.914 | 0.913 |
| 5.0 | 0.298 | 0.708 | 0.704 |
| 6.0 | 0.089 | 0.299 | 0.296 |
| 7.0 | 0.0262 | 0.0996 | 0.0985 |

The peak is forgiving near equality because the deficit is quadratic in the difference of the widths. Once one width dominates, the peak is proportional to the smaller one.

The cause can be separated from the geometry. Keep the left barrier at 0.30 eV and 4 nm, and replace the right one by a barrier 0.20 eV high and 5.648 nm thick, chosen to have the same transmission at resonance. The direct peak is 1.000000, although the barriers are visibly different.

### Area and loss of coherence

The area of the Lorentzian is

$$\int_{-\infty}^{\infty}\frac{\Gamma_L\Gamma_R\,dE}{(E-E_r)^2+(\Gamma/2)^2}=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}. \tag{16}$$

It is 1.00 meV in the example. If the energy spread of the supplied electrons is much wider than $\Gamma$, the resonant current depends on this area rather than on the peak. For very unequal widths the area tends to $2\pi$ times the smaller width.

Scattering inside the structure can be represented by a loss: the potential there becomes $V-i\Gamma_i/2$. In (14) the factor multiplying $\int u\psi\,dx$ becomes $E+i\Gamma_i/2-E_c$. The coupling to the leads is unchanged to leading order, provided that $\Gamma_i\ll\hbar/\tau$. The coherent peak is then

$$T_{\rm coh}\simeq\frac{4\Gamma_L\Gamma_R}{(\Gamma+\Gamma_i)^2}. \tag{17}$$

Electrons that scatter and later leave through the right barrier are not counted, so (17) is not the total current.

### The model beside a real structure

The example has the dimensions and band offset of a GaAs/AlGaAs resonant-tunnelling diode, but such a device departs from the model in ways larger than $\Gamma$. The following numbers use rough inputs and change one thing at a time. A barrier mass of $0.092\,m_e$ lowers the level by 7.7 meV and the peak to 0.61. A nonparabolic mass in the well and leads alone lowers the level by 1.8 meV; nonparabolicity also lightens the mass in the barriers, which raises the level and can reverse the sign of the total shift. One extra monolayer, about 0.28 nm, in the well lowers the level by 5.8 meV; in the left barrier it raises the peak to 0.83, because the widths become more nearly equal. A drop of 0.12 V across the 14 nm of barriers and well, or 0.086 MV/cm, gives a peak of 0.92 with the thin barrier at the emitter and 0.16 with the thick one there. The terminal voltage of a real diode is larger, because part of it falls in the accumulation and depletion layers. The separate widths under bias were not computed. For scattering, the mobility time serves as a rough stand-in for the coherence time. Mobilities of $10^5$ and $8000\ \mathrm{cm^2/Vs}$ at 77 K and 300 K give $\Gamma_i=0.17$ and 2.16 meV, and coherent peaks of 0.50 and 0.06. At 300 K, $k_BT=25.9$ meV is far wider than $\Gamma$, so the area matters more than the peak. With an emitter Fermi energy of 50 meV, about 1.2 % of the small-bias conduction at 300 K comes from energies above 0.2 eV when the loss is left out; with $\Gamma_i=2.16$ meV these energies carry about 3.6 % of the coherent part. Under the stated bias, with the thin barrier at the emitter, the level lies 17 meV below the Fermi energy. With electrodes at the outer barrier faces, complete filling up to the Fermi energy would raise it by about 24 meV if the charge is taken as a sheet at the centre of the well, and by about 17 meV if it is spread over the state. Either shift brings the level up to the Fermi energy or past it, which would empty it, so the real shift must be found self-consistently.

For this structure, then, the position of the level is uncertain by several times $\Gamma$. The width is uncertain too: the heavier barrier mass alone reduces it to 0.34 meV. At room temperature scattering reduces the coherent peak more than the unequal barriers do. The numerical output gives the values at higher resolution.

## Computed values

```
mass 0.067 m_e, barrier height 0.30 eV
well 5.0 nm, barriers 4.0 and 5.0 nm
level E_r = 89.43 meV
k = 0.3966 1/nm, kappa = 0.6085 1/nm
effective well width w+2/kappa = 8.287 nm
round-trip time = 24.19 fs
round-trip time, phase slope = 24.18 fs
single-barrier T_L = 0.02547, T_R = 0.00760
Gamma_L = 0.6931 meV, Gamma_R = 0.2067 meV
Gamma = 0.8999 meV, lifetime = 0.731 ps
outgoing-state width, both open = 0.9097 meV
outgoing-state width, left only = 0.7030 meV
outgoing-state width, right only = 0.2083 meV
peak: formula 0.7079, direct 0.7044
direct peak position = 89.43 meV
direct full width at half maximum = 0.9100 meV
largest line-shape error within 3 Gamma = 0.0068
peak-error ratio, barriers 2 nm thicker = 0.088
area, whole Lorentzian = 1.0005 meV
area within 10 meV: formula 0.9719 meV
area within 10 meV: direct 0.9799 meV
b_R 4.0 nm: G_R/G_L 1.0000, formula 1.0000, direct 1.0000
b_R 4.5 nm: G_R/G_L 0.5467, formula 0.9141, direct 0.9125
b_R 5.0 nm: G_R/G_L 0.2983, formula 0.7079, direct 0.7044
b_R 6.0 nm: G_R/G_L 0.0885, formula 0.2989, direct 0.2959
b_R 7.0 nm: G_R/G_L 0.0262, formula 0.0996, direct 0.0985
largest T at any energy below barrier top = 0.8355
matched barrier: height 0.20 eV, width 5.648 nm
matched barrier: direct peak = 1.000000
neglected effects (rough inputs)
barrier mass 0.092: level shift -7.66 meV
barrier mass 0.092: peak 0.6147, width 0.3406 meV
nonparabolic mass 0.0713 m_e in well and leads
nonparabolic: shift -1.84 meV, peak 0.7022
well +0.28 nm: level shift -5.77 meV
left barrier +0.28 nm: peak 0.8299
bias 0.12 V, mean field 0.086 MV/cm
thin barrier at emitter: 32.76 meV, peak 0.9201
thick barrier at emitter: 24.29 meV, peak 0.1605
77 K, mobility 100000 cm2/Vs: Gamma_i 0.173 meV
77 K: coherent peak 0.4969
300 K, mobility 8000 cm2/Vs: Gamma_i 2.160 meV
300 K: coherent peak 0.0614
kT at 77 K = 6.64 meV, at 300 K = 25.85 meV
emitter Fermi energy 50 meV, permittivity 12.9
300 K small-bias share above 0.2 eV = 1.20 %
well charge, upper estimate = 4.82e+11 1/cm2
level shift from that charge = 23.6 meV
```
